# How many dangling bonds of a germanium dislocation capture electrons?

## Problem

A dislocation in n-type germanium is modelled as a straight row of dangling bonds with spacing $c$. Each bond can accept one extra electron. On a neutral line this acceptor level, $E_a$, lies a depth $D$ below the conduction edge $E_c$. Captured electrons charge the line negatively and repel further electrons. Around the line, a cylinder of crystal loses its conduction electrons, and its ionised donors balance the line charge. This is Read's model.

Take the rough values $c=0.40$ nm, relative permittivity 16, $D=0.225$ eV, net donor density $N=10^{15}\ \mathrm{cm^{-3}}$ and $T=77$ K. What fraction $f$ of the bonds holds an extra electron in equilibrium?

The line is isolated and the crystal responds with its static permittivity $\epsilon$. Donor charge is first taken as uniform, with a sharp edge at radius $R$. Electron energies are positive upwards, $e>0$, and

$$K=\frac{e^2}{4\pi\epsilon}=0.0900\ \mathrm{eV\,nm},\qquad E_0=\frac{K}{c}=0.225\ \mathrm{eV}.$$

$E_0$ is the repulsion between electrons on adjacent bonds. That it equals $D$ numerically is a coincidence of the chosen values.

## The energy available for capture

Far from the line, the conduction electrons fix the Fermi level $E_F$. Germanium has four equivalent valleys with longitudinal and transverse masses $1.59\,m_0$ and $0.082\,m_0$. Adding their densities of states gives an effective mass $m=(4^2\times1.59\times0.082^2)^{1/3}m_0=0.555\,m_0$, so that

$$N_c=2\left(\frac{2\pi m kT}{h^2}\right)^{3/2}=1.35\times10^{18}\ \mathrm{cm^{-3}}.$$

Since $N\ll N_c$, Boltzmann statistics apply: $N=N_c e^{-(E_c-E_F)/kT}$. This takes the donors as fully ionised; for a rough binding energy of 0.010 eV the ionised share is 0.993 if the donor level has only spin degeneracy, and 0.975 if all four valley states are counted as degenerate. With $kT=0.00664$ eV,

$$E_c-E_F=kT\ln\frac{N_c}{N}=0.0478\ \mathrm{eV},$$

$$\Delta\equiv E_F-E_a=D-(E_c-E_F)=0.1772\ \mathrm{eV}.$$

If the electrons did not repel, each bond would be independent. An empty bond has an unpaired electron with two spin states; a filled bond has one paired state. Their statistical weights are $2$ and $e^{\Delta/kT}$, so

$$f=\frac{1}{1+2e^{-\Delta/kT}},$$

which equals 1 to six decimals here. Any substantial shortfall from full occupation must therefore come from repulsion.

## First estimate by scaling

Let $a=c/f$ be the mean distance between captured electrons. Seen from farther away than $a$, the line looks like a continuous charge $-e/a$ per unit length. Its repulsive force on an electron at distance $r$ is about $2K/(ar)$, until the donors cancel the charge at $r\sim R$. Joining the line therefore costs roughly

$$\int_a^R\frac{2K}{ar}\,dr=\frac{2K}{a}\ln\frac Ra .$$

Neutrality fixes $R$: a length $a$ of cylinder contains one donor charge, $\pi R^2aN=1$. Hence

$$\frac Ra=(\pi N a^3)^{-1/2}=\left(\frac{f}{f_c}\right)^{3/2},\qquad f_c=c(\pi N)^{1/3}.$$

With $N=10^{-6}\ \mathrm{nm^{-3}}$, $f_c=0.00586$. Since $K/a=E_0f$, the cost is about $3E_0f\ln(f/f_c)$. Capture stops when this cost reaches $\Delta$.

For a first number, evaluate the slowly varying logarithm at full occupation, $f=1$:

$$f\approx\frac{\Delta}{3E_0\ln(1/f_c)}=\frac{0.1772}{3\times0.225\times5.14}=0.051.$$

Only a small part of the bonds can be filled. The estimate should be low, because the logarithm was taken at its largest value. Its numerical constants are also unknown, since the integral was cut off at $a$ and $R$ by guesswork.

## Solution of the model

### Electrostatic energy per captured electron

Place the captured electrons at equal spacing $a$ on a line of half-length $L\gg R$, and consider one near the middle. There are three contributions.

**Electron with electron.** There are neighbours at distances $na$ on both sides. Each pair energy is shared by two electrons, so half belongs to the one considered:

$$u_1=\frac12\,2\sum_{n=1}^{L/a}\frac{K}{na}=\frac Ka\left[\ln\frac La+\gamma\right],$$

where $\gamma=0.5772$ is Euler's constant and $L/a$ is large.

**Electron with cylinder.** This is an attraction between different objects, so no factor one half enters:

$$u_2=-KN\int_0^R2\pi r\,dr\int_{-L}^{L}\frac{dz}{\sqrt{r^2+z^2}}.$$

The inner integral is $2\,\mathrm{arsinh}(L/r)\approx2\ln(2L/r)$. Integration by parts gives

$$\int_0^R r\ln\frac{2L}{r}\,dr=\frac{R^2}{2}\ln\frac{2L}{R}+\frac{R^2}{4}.$$

Using $\pi R^2N=1/a$,

$$u_2=-\frac Ka\left[2\ln\frac{2L}{R}+1\right].$$

**Cylinder with itself.** Let $\phi_+$ be the potential of the donor charge alone. The result for $u_2$ shows that on the axis $e\phi_+(0)=(K/a)[2\ln(2L/R)+1]$. Gauss's law gives the field $eNr/(2\epsilon)$ inside, so $e\phi_+$ falls by $e^2Nr^2/(4\epsilon)=\pi KNr^2=(K/a)\,r^2/R^2$:

$$e\phi_+(r)=\frac Ka\left[2\ln\frac{2L}{R}+1-\frac{r^2}{R^2}\right].$$

The mean of $r^2$ over the disc is $R^2/2$. The charge in a length $a$ is $e$, and a self-energy carries a factor one half:

$$u_3=\frac Ka\left[\ln\frac{2L}{R}+\frac14\right].$$

In the sum, the logarithms combine as $\ln(L/a)-\ln(2L/R)=\ln(R/2a)$. The arbitrary length $L$ cancels, as it must for a neutral system:

$$u=\frac Ka\left[\ln\frac Ra+C\right],\qquad C=\gamma-\ln2-\frac34=-0.866.$$

As a test, the three parts were also evaluated by an explicit sum and quadratures, with the cylinder's self-energy obtained from the distribution of distances between points in a disc. For $R/a=60$ both routes give a bracket of 3.228413.

Equal spacing is the arrangement of lowest energy. The $n$-th neighbours have mean separation $na$ whatever the arrangement, and because $1/r$ is convex, the mean of $1/r$ is at least $1/(na)$. Sliding electrons along the line does not change their energy in the uniform cylinder. For $f=0.1$, the ordered row has 0.0763 eV per electron, while 300 random rows average 0.1235 eV and none lies below 0.0899 eV.

### Balance of level energy and repulsion

Per bond, there are $f$ captured electrons. Each gains $\Delta$ by moving from the Fermi level to the acceptor level, and each carries the energy $u$. With $K/a=E_0f$ and $\ln(R/a)=\tfrac32\ln(f/f_c)$, the energy per bond is

$$W(f)=-f\Delta+E_0f^2\left[\frac32\ln\frac f{f_c}+C\right].$$

This neglects thermal disorder, which is assessed below. Differentiating the second term by the product rule gives

$$2E_0f\left[\frac32\ln\frac f{f_c}+C\right]+E_0f^2\,\frac{3}{2f}.$$

Setting $dW/df=0$ then yields Read's balance:

$$\Delta=\mu(f),\qquad \mu(f)=E_0f\left[3\ln\frac f{f_c}+2C+\frac32\right],$$

with $2C+\tfrac32=-0.232$. The quantity $\mu$ is the cost of adding an electron, including the extra energy it gives to electrons already present. It exceeds the mean energy $u$, and so setting $\Delta=u$ would overfill the line.

The root is unique. The slope is

$$\mu'(f)=E_0\left[3\ln\frac f{f_c}+2.768\right].$$

For $\ln(f/f_c)<0.077$, $\mu$ is negative and cannot equal a positive $\Delta$. Above that point $\mu$ rises steadily. There $W''=\mu'>0$, so the solution is a minimum.

### Numerical solution

The right side at three trial fractions is:

- $f=0.05$: $\mu=0.0698$ eV
- $f=0.10$: $\mu=0.1863$ eV
- $f=0.15$: $\mu=0.3205$ eV

The required 0.1772 eV lies just below the second value. At $f=0.10$ the slope is $0.225\,(3\ln17.07+2.768)=2.54$ eV, so one Newton step gives

$$f=0.10-\frac{0.1863-0.1772}{2.54}=0.096.$$

Direct minimisation of $W$ gives the same value. About one dangling bond in ten captures an electron. The captured electrons are $a=4.15$ nm apart, and the depleted cylinder has radius $R=277$ nm. Such cylinders would fill the crystal at a dislocation density of about $4\times10^8\ \mathrm{cm^{-2}}$; the isolated-line model needs a density well below this.

## Comparison of estimate and solution

The scaling estimate, 0.051, is 47% below the solution, 0.096. The error comes mainly from where the logarithm was evaluated. Solving the scaling relation $3E_0f\ln(f/f_c)=\Delta$ self-consistently gives $f=0.094$: at that value the left side is $3\times0.225\times0.094\times2.78=0.176$ eV. The constant $-0.232$, which required the full electrostatic calculation, changes $f$ by only about 2%, because it stands beside $3\ln(f/f_c)=8.4$.

The estimate also shows what controls the answer. Since $E_0f=K/a$ and $f/f_c=1/[a(\pi N)^{1/3}]$, the balance determines $a$ without reference to $c$. The "tenth" is the ratio $c/a$. If only half the bonds were available, evenly spaced at $2c$, this balance would still place the electrons 4.15 nm apart (thermal occupation of the sparser row at 77 K widens this to about 4.2 nm) and the filled share of available bonds would double to 0.19.

## Dependence on doping, depth and temperature

At fixed $\Delta$, a change in $N$ acts through $f_c\propto N^{1/3}$. Differentiating the balance gives $\mu'\,df=3E_0f\,d\ln f_c=E_0f\,d\ln N$. At fixed temperature the Fermi level also rises by $kT\,d\ln N$. Together,

$$\frac{d\ln f}{d\ln N}=\frac{E_0+kT/f}{\mu'}=\frac{0.225+0.069}{2.51}=0.117.$$

A tenfold increase in doping should thus raise $f$ by a factor $10^{0.117}=1.31$. The solved values at 77 K are 0.074, 0.096 and 0.128 for $N=10^{14}$, $10^{15}$ and $10^{16}\ \mathrm{cm^{-3}}$, in agreement with this weak dependence.

The depth matters more. With doping and temperature held at their original values, $D=0.15$, 0.30 and 0.50 eV give $f=0.065$, 0.125 and 0.195. The answer "about a tenth" therefore belongs to levels some 0.2 to 0.3 eV below the conduction edge.

Heating lowers $E_F$. With $D$ held fixed, $E_F$ reaches $E_a$ at 285 K. Above that temperature $\Delta$ is negative and the energy gain that drove capture has gone. The remaining charge depends on thermal occupation, which the minimum-energy balance does not describe. It is not negligible: at 285 K thermal occupation still fills some 0.03 to 0.04 of the bonds. The result is one for a cold crystal.

## What the model leaves out

**Thermal disorder.** A Monte Carlo calculation let electrons occupy individual bonds at 77 K, with their full Coulomb interaction, the uniform cylinder and the spin weight of empty bonds. Periodic rows of 200 and 400 bonds both gave $f=0.096$. Disorder, spin and the discreteness of the bonds together do not matter at the accuracy needed here.

**The edge of the cylinder.** The Debye length is 77 nm, so the edge is not sharp compared with $R=277$ nm. The smooth profile obeys the Poisson–Boltzmann equation

$$\nabla^2\phi=-\frac{eN}{\epsilon}\left(1-e^{e\phi/kT}\right),$$

with $\phi<0$ near the line and $\phi\to0$ far away. For the same line charge, its solution raises the electron energy at the line by 5.2 meV relative to the sharp edge. Subtracting this from $\Delta$ lowers $f$ to 0.094.

**Random donor positions.** One donor at distance $d$ contributes $K/d$. For independently placed donors, the unscreened variance of the energy on the axis is the integral of $N(K/d)^2$ over the cylinder. As $\int_{-\infty}^{\infty}dz/(r^2+z^2)=\pi/r$,

$$\sigma_E^2=K^2N\int_0^R2\pi r\,\frac{\pi}{r}\,dr=2\pi^2K^2NR.$$

This gives $\sigma_E=6.7$ meV, an upper figure for an uncompensated crystal, because the conduction electrons outside the cylinder screen the fluctuations; with compensation, $N$ in the variance is replaced by the total density of ionised donors and acceptors, and $\sigma_E$ is larger. Divided by $\mu'=2.51$ eV, it corresponds to local variations in $f$ of about 0.003.

**Holes and breakdown.** At radius $r$ the donors inside have cancelled a share $r^2/R^2$ of the line charge. Integrating the remaining force $(2K/a)(1/r-r/R^2)$ from $r$ to $R$ gives the upward band bending

$$U(r)=\frac{2K}{a}\left[\ln\frac Rr-\frac12+\frac{r^2}{2R^2}\right].$$

At $r=a/2$ this is 0.191 eV. With a rough gap of 0.73 eV, the Fermi level is still 0.49 eV above the valence edge there, so no hole layer forms. The field of about 0.2 MV/cm is high, but an electron travelling outwards from $a/2$ gains only about 0.19 eV, far less than the gap, and cannot create an electron–hole pair.

**Slow capture.** Equilibrium must also be reached in the available time. As a rough barrier for an arriving electron, take $\mu(f)$, although this is the cost when the row can rearrange to make room. The capture rate per bond is then

$$s=\sigma vN(1-f)e^{-\mu(f)/kT},$$

with capture cross-section $\sigma$ and thermal speed $v$. A small excess $\delta f$ raises the barrier by $\mu'\delta f$ and reduces $s$ by the fraction $\mu'\delta f/kT$. The charge thus relaxes in a time

$$\tau\approx\frac{kT}{s\mu'}.$$

The neglected changes in the number of empty bonds and in re-emission add $1/(1-f)+1/f\approx11$ to $\mu'/kT\approx380$, a 3% correction. For $\sigma=10^{-15}\ \mathrm{cm^2}$, an order of magnitude only, $\tau$ is about 70 s at 77 K and 0.02 s at 100 K. For classical passage over the barrier, this choice of barrier makes these times too short. Captured electrons stay on their bonds, so most empty bonds present a higher barrier than $\mu$. If the barrier at each bond equals the repulsion there, detailed balance gives an equilibrium capture rate of $2f\sigma vNe^{-\Delta/kT}$, where the 2 is the spin weight of an empty bond. This is about a fifth of $s$ at 77 K, which lengthens the time there to roughly six minutes for the start of the relaxation. The rest takes longer, because electrons fixed on their bonds can even out their spacing only by re-emission and recapture. At 100 K the equilibrium fraction is already 0.089. A crystal cooled over several minutes can therefore charge its dislocations to about a tenth; one cooled in the dark within seconds may stop slightly short. All these times are classical and leave out tunnelling, which is not a small correction here. For the transverse mass the thermal wavelength at 77 K is about 30 nm, much larger than $a$. A two-dimensional quantum estimate raises the electron density at an empty bond above its Boltzmann value by a factor between about $7\times10^2$ and $6\times10^4$ for masses from $0.36\,m_0$ down to $0.082\,m_0$. Real capture may therefore be faster by orders of magnitude.

## The model beside real germanium

The permittivity, masses and bond spacing are close to those of germanium, and the doping and liquid-nitrogen temperature are ordinary for lightly doped crystals. The depth $D$ is the weakest input. Real dislocation cores can dissociate, and their bonds can pair up, which removes levels or spreads them into bands; some states may also give up electrons, so that the neutral line is not the simple starting point assumed here. Within the model, moving $D$ from 0.15 to 0.50 eV changes $f$ from 0.065 to 0.195, and pairing that leaves half the bonds available doubles the filled share of those left. These shifts far exceed the few per cent from the edge and from thermal disorder. For the stated level and an unpaired row, the fraction is about one tenth; for a particular real dislocation, it is only as reliable as the knowledge of its core. The computed values are collected in the numerical output below.

## Computed results

```
bond spacing c = 0.40 nm
relative permittivity = 16
acceptor depth D = 0.225 eV
net donors N = 1.0e+15 cm^-3
temperature = 77 K, kT = 0.00664 eV
masses: long 1.59, trans 0.082 m0; valleys 4
e^2/(4 pi eps) = 0.09000 eV nm
E0 = 0.2250 eV
C = -0.8659, 2C+3/2 = -0.2319
fc = 0.00586
R/a=5: energy sum 0.743506, formula 0.743506
R/a=60: energy sum 3.228413, formula 3.228413
Nc = 1.350e+18 cm^-3
Ec-EF = 0.0478 eV
EF-Ea = 0.1772 eV
balance right side at f=0.05: 0.0698 eV
balance right side at f=0.10: 0.1863 eV
balance right side at f=0.15: 0.3205 eV
filled fraction f = 0.0964
f by direct minimisation = 0.0964
filled fraction without repulsion = 1.000000
electron spacing a = 4.15 nm
e^2/(4 pi eps a) = 0.0217 eV
cylinder radius R = 277 nm, R/a = 66.7
overlap dislocation density = 4.15e+08 cm^-2
ordered row, f=0.1: 0.0763 eV per electron
random rows, f=0.1: mean 0.1235 eV, lowest 0.0899 eV
Monte Carlo f: 200 bonds 0.0962, 400 bonds 0.0962
N=1e+14 cm^-3: EF-Ea=0.1619 eV, f=0.0743
N=1e+15 cm^-3: EF-Ea=0.1772 eV, f=0.0964
N=1e+16 cm^-3: EF-Ea=0.1925 eV, f=0.1275
depth 0.15 eV: f = 0.0650
depth 0.30 eV: f = 0.1252
depth 0.50 eV: f = 0.1953
EF crosses Ea at 285 K
Debye length = 77 nm
smeared edge: shift 5.2 meV, f = 0.0943
random donors: rms potential 6.7 meV
donor binding 0.010 eV: ionised 0.9934
band bending at a/2 = 0.191 eV
gap 0.73 eV: EF-Ev at a/2 = 0.492 eV
field at a/2 = 0.21 MV/cm
capture cross-section = 1e-15 cm^2
relaxation time at 77 K = 7.3e+01 s
at 100 K: f = 0.0893, relaxation time 2.3e-02 s
deviation left after one relaxation time = 0.361
```
